# Subthreshold transverse field of a double-gate film with unequal work functions

## Problem

An undoped silicon film of thickness $t_s=10$ nm lies between two gates, each separated from it by an oxide of thickness $t_o=1.5$ nm. Both gates are connected to the same bias $V_G$. The work function of gate 2 exceeds that of gate 1 by $\Delta\Phi=1.1$ eV. The relative permittivities are 11.7 for the film and 3.9 for the oxide, and the temperature is 300 K.

(a) Find the magnitude and direction of the transverse field in the film in subthreshold, far from source and drain.

(b) Find the oxide field and the voltage drop across each layer. Examine the limits of thin oxide and thin film.

(c) Show how the electron density depends on $V_G$, and estimate where the charge-free result begins to fail.

(d) Estimate the effects of polysilicon gates, of nearby source and drain regions, and of quantum confinement.

## Solution

### (a) The field

Let $y$ run from gate 1 to gate 2, and let $F=-d\psi/dy$, where $\psi$ is the electrostatic potential. A positive $F$ points toward gate 2.

The gates share a bias, which means that they share a Fermi level, $E_F=-qV_G$ relative to the grounded source. This does not give them the same electrostatic potential. An electron at rest just outside gate $i$ has an energy $\Phi_i$ above that gate's Fermi level. Its electrostatic energy is $-q\psi_i$ up to a common constant, so

$$
-q\psi_i=-qV_G+\Phi_i+\text{constant},\qquad
\psi_i=V_G-\frac{\Phi_i}{q}+\text{constant}.
$$

Subtracting the two potentials removes both $V_G$ and the constant:

$$
\psi_1-\psi_2=\frac{\Phi_2-\Phi_1}{q}=\frac{\Delta\Phi}{q}=1.1\ \text{V}.
$$

In subthreshold the mobile charge in the film is taken to be too small to bend the potential; part (c) examines this. The film is undoped, and the oxides and interfaces are assumed free of charge. Far from source and drain the potential varies with $y$ alone, so Gauss's law reads

$$
\frac{d(\varepsilon F)}{dy}=0 .
$$

The displacement $\varepsilon F$ is therefore the same in all three layers. With $\varepsilon_s$ and $\varepsilon_o$ the film and oxide permittivities, the oxide field is

$$
F_o=\frac{\varepsilon_s}{\varepsilon_o}F .
$$

The three voltage drops must add up to the potential difference between the gates:

$$
\frac{\Delta\Phi}{q}=F_ot_o+Ft_s+F_ot_o
=F\left(t_s+2\frac{\varepsilon_s}{\varepsilon_o}t_o\right).
$$

Hence

$$
F=\frac{\Delta\Phi/q}{t_{\rm eq}},\qquad
t_{\rm eq}=t_s+2\frac{\varepsilon_s}{\varepsilon_o}t_o .
$$

The length $t_{\rm eq}$ is the thickness of silicon that would take up the same total voltage at the film field. Here $\varepsilon_s/\varepsilon_o=3.0$, so

$$
t_{\rm eq}=10+2(3.0)(1.5)=19\ \text{nm},
$$

$$
F=\frac{1.1\ \text{V}}{19\ \text{nm}}=0.0579\ \text{V/nm}=0.58\ \text{MV/cm}.
$$

The field points from gate 1, with the low work function, to gate 2. An electron has potential energy $-q\psi$, which is lowest where $\psi$ is highest, so electrons collect at the film surface facing gate 1. This is called the front surface below.

Dividing 1.1 V by the physical thickness of 13 nm would give 0.85 MV/cm. That division assumes equal fields in oxide and silicon, which contradicts the continuity of $\varepsilon F$.

### (b) Voltage drops and limits

The oxide field is $F_o=3.0\times0.579=1.74$ MV/cm. The drops are

$$
Ft_s=0.579\ \text{V},\qquad F_ot_o=0.2605\ \text{V in each oxide},
$$

and $0.579+2(0.2605)=1.10$ V, as required.

If the oxides are made very thin with the film held at 10 nm, the whole 1.1 V falls across the film and $F$ tends to 1.1 MV/cm. If instead the film is made very thin with the oxides held at 1.5 nm, $t_{\rm eq}$ tends to 9 nm and $F$ tends to 1.2 MV/cm. The field stays finite while the film drop $Ft_s$ goes to zero. Both limits are those of the charge-free formula. In the thin-oxide limit, with the symmetric work functions of part (c), electrons and holes gather at opposite film surfaces even at $V_G=0$ and raise the field there by about 5%. A bias of either sign adds more charge at one surface, so the formula then no longer gives the field there. For equal work functions $F=0$ at every bias for which the film is free of charge.

### (c) Electron density and the limit of subthreshold

Now fix the zero of $\psi$ at the value for which the intrinsic level coincides with the source Fermi level. Suppose also that the two work functions lie symmetrically, 0.55 eV below and above the value that would align a gate's Fermi level with the film's intrinsic level. Then $\psi_1=V_G+\Delta\Phi/2q$. The front surface potential is lower than this by one oxide drop:

$$
\psi_f=V_G+\frac{\Delta\Phi}{2q}-F_ot_o
=V_G+0.55-0.2605=V_G+0.2895\ \text{V}.
$$

A common shift of both work functions would shift the bias scale, but not the charge-free field.

Let $V_T=kT/q=25.85$ mV, and measure $z$ from the front surface into the film. In Boltzmann statistics, with intrinsic density $n_i$, the electron sheet density is

$$
n_s=\int_0^{t_s}n_i\,e^{(\psi_f-Fz)/V_T}dz
=n_i\,e^{\psi_f/V_T}\,\frac{V_T}{F}\left(1-e^{-Ft_s/V_T}\right).
$$

The last exponent is $-0.579/0.02585\approx-22$, so the bracket may be set to one. Because $\psi_f$ follows $V_G$ one for one, $n_s\propto e^{V_G/V_T}$. A decade of density takes $V_T\ln10\approx60$ mV of gate bias.

With a rough $n_i=10^{10}$ cm$^{-3}$ and $V_G=0$,

$$
n_s\approx10^{10}\,e^{0.2895/0.02585}\times(0.447\times10^{-7})
\approx3.3\times10^{7}\ \text{cm}^{-2}.
$$

To see when such charge matters, place a sheet of charge $\sigma$ per area at depth $z$. Let $F$ now denote the field beyond the sheet and $F_-$ the field in front of it. Gauss's law gives

$$
\varepsilon_s(F-F_-)=\sigma,\qquad F_-=F-\frac{\sigma}{\varepsilon_s}.
$$

The first oxide now carries the field $(\varepsilon_s/\varepsilon_o)F_-$. The sum of the drops is

$$
\frac{\Delta\Phi}{q}=\left(\frac{\varepsilon_s}{\varepsilon_o}t_o+z\right)
\left(F-\frac{\sigma}{\varepsilon_s}\right)
+\left(t_s-z+\frac{\varepsilon_s}{\varepsilon_o}t_o\right)F .
$$

Collecting the terms in $F$ gives $Ft_{\rm eq}$, and therefore

$$
F=\frac{1}{t_{\rm eq}}\left[\frac{\Delta\Phi}{q}
+\sigma\left(\frac{t_o}{\varepsilon_o}+\frac{z}{\varepsilon_s}\right)\right].
$$

Electrons have $\sigma=-qn_s$. They lower the field deeper in the film and raise it between themselves and gate 1. For a distributed charge, $z$ is its mean depth, provided that the field is taken beyond all of it.

A numerical solution of Poisson's equation through both oxides and the film, with Boltzmann electrons and holes in equilibrium with the source, gives:

| $V_G$ (V) | $n_s$ (cm$^{-2}$) | mid-film field (MV/cm) | front field (MV/cm) |
|---:|---:|---:|---:|
| 0.0 | $3.3\times10^7$ | 0.579 | 0.579 |
| 0.1 | $1.6\times10^9$ | 0.579 | 0.579 |
| 0.2 | $6.5\times10^{10}$ | 0.576 | 0.586 |
| 0.6 | $5.5\times10^{12}$ | 0.358 | 1.204 |

At 0.2 V the electrons lie at a mean depth of 0.446 nm. The sheet formula then predicts a mid-film change of $-0.0026$ MV/cm, in agreement with the table. The front field has risen by about 1%, so in this classical model the charge-free result holds to about that accuracy up to 0.2 V. At 0.6 V the device is on, and a single uniform field no longer describes the film. The front field in the table is the value at the film surface, which by Gauss's law exceeds the mid-film field by $qn_s/\varepsilon_s$. The numerical output lists the field half a grid step, 0.025 nm, inside the film; at 0.6 V it has already fallen there to 1.141 MV/cm. The numbers in that row are only indicative: the computed electron density at the front surface exceeds $10^{20}$ cm$^{-3}$, which is above the effective density of states of the conduction band, so Boltzmann statistics are no longer accurate there.

There is also a lower limit. At sufficiently negative bias, holes collect at the surface facing gate 2. With the symmetric work functions chosen here, and holes in equilibrium with the source, this limit is the mirror image of the electron limit. The field is thus independent of bias within a window, not at every bias below threshold.

### (d) Effects left out of the ideal model

**Polysilicon gates.** A work-function difference of 1.1 eV is roughly what n+ and p+ polysilicon gates provide. Such gates are not perfect conductors. Gate 1 must hold positive charge, so its n+ surface loses electrons; gate 2 must hold negative charge, so its p+ surface loses holes. For a small potential change $\phi$, the screening charge is proportional to $\phi$, and Poisson's equation becomes

$$
\frac{d^2\phi}{ds^2}=\frac{\phi}{L_s^2},\qquad
\phi=\phi_0e^{-s/L_s},
$$

where $s$ is the distance into the gate and $L_s$ the screening length. The gate has the permittivity of silicon, so the field at its surface is $F$. Since that field also equals $\phi_0/L_s$, the gate drop is $\phi_0=FL_s$, and each gate adds $L_s$ to $t_{\rm eq}$.

For a rough active doping of $10^{20}$ cm$^{-3}$ in each gate, and the same carrier mass in both, Fermi–Dirac statistics give $L_s=0.60$ nm. The linear estimate is

$$
F\approx\frac{1.1\ \text{V}}{(19+2\times0.60)\ \text{nm}}
\approx0.54\ \text{MV/cm}.
$$

The calculation without linearization also gives 0.54 MV/cm, a reduction of 6% from the ideal-gate value, with 35 mV lost in each gate.

**Source and drain.** Let $x$ run along the channel and $y'$ be measured from the middle of the film. The ends add a potential $u$ that vanishes on the gates. Its slowest-decaying symmetric part has the form

$$
u=e^{-x/\lambda}\cos(y'/\lambda)
$$

in the film, and

$$
u=A\,e^{-x/\lambda}\sin\!\left(\frac{t_s/2+t_o-y'}{\lambda}\right)
$$

in the upper oxide. Each satisfies Laplace's equation. Continuity of $u$ and of $\varepsilon\,\partial u/\partial y'$ at $y'=t_s/2$ requires

$$
\cos\frac{t_s}{2\lambda}=A\sin\frac{t_o}{\lambda},\qquad
\varepsilon_s\sin\frac{t_s}{2\lambda}=\varepsilon_oA\cos\frac{t_o}{\lambda}.
$$

Dividing the second equation by the first eliminates $A$:

$$
\varepsilon_s\tan\frac{t_s}{2\lambda}\tan\frac{t_o}{\lambda}=\varepsilon_o .
$$

The solution for this structure is $\lambda=5.6$ nm. A symmetric $u$ has equal values at the two film surfaces, so it leaves the mean field $(\psi_f-\psi_b)/t_s$ unchanged, where $\psi_b$ is the potential at the back surface. It does change the local field.

A two-dimensional Laplace solution was computed with the gates at 0 V and source and drain both at a rough 0.55 V. Midway along a 30 nm gate, the mean field differs from the one-dimensional value by 0.3%, but the front field is 20% lower. For a 60 nm gate the front field is about 1.5% lower; the 0.5 nm grid used for the numerical output gives 1.4%. These figures are for zero drain bias. Raising the drain potential by 1 V in the same Laplace model makes the front field midway along the gate about 39% lower than the one-dimensional value for the 30 nm gate, and about 2.8% lower for the 60 nm gate. The one-dimensional result therefore gives the local field well when the gate is many times longer than $\lambda$.

**Quantum confinement.** With no charge in the film, Poisson's equation fixes $F$ whether or not the electron states are quantized. The electron density, however, changes strongly. Near the front surface, with an impenetrable wall at $z=0$, the wavefunction $\chi$ obeys

$$
-\frac{\hbar^2}{2m}\frac{d^2\chi}{dz^2}+qFz\,\chi=E\chi,\qquad \chi(0)=0 .
$$

Define $\ell=(\hbar^2/2mqF)^{1/3}$ and $w=z/\ell-E/(qF\ell)$. The equation becomes $d^2\chi/dw^2=w\chi$, whose decaying solution is the Airy function $\mathrm{Ai}(w)$. Its first zero is at $w=-2.338$, so

$$
E_1=2.338\,qF\ell .
$$

For a (100) surface the heavier normal mass is $0.916\,m_0$, with $m_0$ the free-electron mass. This gives $\ell=0.90$ nm and $E_1=121$ meV above the front band edge. That is nearly five times $kT$, so the classical layer of part (c), with its mean depth of 0.45 nm, is not a realistic electron profile.

Summing the levels of all six silicon valleys gives an electron density 0.037 times the classical one at the same $\psi_f$. Since $\psi_f$ follows $V_G$ one for one, restoring the classical density takes an extra

$$
-V_T\ln(0.037)\approx85\ \text{mV}
$$

of gate bias. Confinement therefore moves the turn-on to higher bias without altering the charge-free field. The impenetrable wall somewhat overstates the shift: with a rough oxide barrier of 3.1 eV and an electron mass of $0.5\,m_0$ in the oxide, the wavefunctions leak slightly into the oxide, the density ratio rises to about 0.05, and the shift falls to about 77 mV.

### Comparison with real devices

The dimensions are in the range of thin-film double-gate transistors, and the work functions correspond to the asymmetric polysilicon version. A FinFET with the same gate metal on both sides of the fin has $\Delta\Phi=0$ and lacks this built-in field. For the asymmetric device with a 30 nm gate, the largest error estimated here in the local field comes from assuming a long channel: about 20% at the front surface, against 6% from assuming ideal gates. With a 60 nm gate the order is reversed, at about 1.5% against 6%. These long-channel errors are for $V_G=0$ and zero drain bias. They grow when the drain is biased, as part (d) shows. They also depend on the gate bias, because the perturbation scales roughly with the difference between the source and drain potential and $V_G$: in the same Laplace model the 30 nm figure is about 28% at $V_G=-0.2$ V and 17% at $V_G=0.1$ V, and the 60 nm figure about 2.0% and 1.2%. A positive interface charge of $10^{11}$ elementary charges per cm$^2$ at the front would raise the field by 0.6%. Residual acceptors at $10^{15}$ cm$^{-3}$ would make it vary by 0.03% across the film.

The oxide field of 1.7 MV/cm is well below a rough breakdown field of 10 MV/cm. Tunnelling through a 1.5 nm oxide still produces a leakage current, which is not calculated here. Inside the film, the conduction-band edge at the front lies above the valence-band edge at the back by the gap minus the film drop, $1.12-0.58=0.54$ eV. The bands do not overlap in energy, so transverse band-to-band tunnelling at constant energy is closed in the middle of the channel. The numerical output below lists the values in full.

## Values computed for the example and the checks

```
Work-function difference: 1.10 eV
Film, each oxide: 10.0 nm, 1.5 nm
Relative permittivities film, oxide: 11.7, 3.9
Temperature, thermal voltage: 300 K, 25.85 mV
Permittivity ratio: 3.000
Equivalent silicon thickness: 19.00 nm
FILM FIELD: 0.5789 MV/cm = 57.89 mV/nm
Oxide field: 1.737 MV/cm
Drop in film: 0.5789 V
Drop in each oxide: 0.2605 V
Wrong field if permittivity ratio ignored: 0.846 MV/cm
Poisson solution with electrons and holes:
 VG -0.1 V: mid field 0.5789 MV/cm, front field 0.5789 MV/cm,
   electrons 6.82e+05 cm^-2, front potential 0.1895 V
 VG +0.0 V: mid field 0.5789 MV/cm, front field 0.5789 MV/cm,
   electrons 3.26e+07 cm^-2, front potential 0.2895 V
 VG +0.1 V: mid field 0.5789 MV/cm, front field 0.5791 MV/cm,
   electrons 1.56e+09 cm^-2, front potential 0.3894 V
 VG +0.2 V: mid field 0.5763 MV/cm, front field 0.5858 MV/cm,
   electrons 6.53e+10 cm^-2, front potential 0.4861 V
 VG +0.6 V: mid field 0.3575 MV/cm, front field 1.1406 MV/cm,
   electrons 5.48e+12 cm^-2, front potential 0.6081 V
Gate bias per decade of electrons: 59.57 mV
Electron mean depth at VG 0.2 V: 0.446 nm
Neglected effects:
Gate doping assumed: 1.0e+20 cm^-3
Gate screening length: 0.603 nm
Drop in each poly gate: 34.7 mV
Field with poly gates: 0.5425 MV/cm (-6.3 %)
Front interface charge 1e+11 cm^-2: field +0.63 %
Acceptors 1e+15 cm^-3: field varies across film by 0.027 %
Source/drain decay length: 5.64 nm
Source/drain potential assumed: 0.55 V
 Gate length 30 nm, mid-gate: mean field -0.32 %, front field -19.6 %
 Gate length 60 nm, mid-gate: mean field -0.00 %, front field -1.4 %
Lowest electron level above front band edge: 121.2 meV
Quantum/classical electron density: 0.0372
Turn-on delay from confinement: 85.1 mV
Gap minus film drop: 0.541 eV (gap 1.12 eV)
```
